# Momentum-Conserving Collisions and the Compensation Condition for Steady Current, part 2

When can a metal with closed electron and hole pockets (densities $n_e$, $n_h$) carry a finite steady current if collisions conserve momentum?

**Conventions.** $\mathbf k$ is measured from the pocket centre $\mathbf K_p$. Hole pockets are described by electron states, so parabolic bands have $\mathbf v=\hbar\mathbf k/m_e$ or $-\hbar\mathbf k/m_h$. Electrons have charge $-e$, and $\mathbf F=-e\mathbf E$. Write $f=f_0+w\chi$, with $f_0$ the Fermi function and $w=-\partial f_0/\partial\varepsilon$. $\int_1$ sums over states, including spin, per volume (area if $d=2$), and $\langle a|b\rangle=\int_1 w_1a_1b_1$. The steady equation is $\Lambda\chi=\mathbf F\cdot\mathbf v$, and $\mathbf j=-e\langle\mathbf v|\chi\rangle$.

**Assumptions.** A2: pair collisions $1,2\to3,4$ conserve energy, each pocket's electron number $1_p$ and total $\hbar\mathbf k$. A4: there are no further invariants.

**Collisions.** With golden-rule rate $R$, $W=R\,f_1f_2(1-f_3)(1-f_4)/k_BT$ (equilibrium occupations) and $\Delta\chi=\chi_1+\chi_2-\chi_3-\chi_4$,

$$w_1(\Lambda\chi)_1=\int_{2,3,4}W\,\Delta\chi. \tag{4}$$

$$\langle a|\Lambda\chi\rangle=\frac14\int_{1,2,3,4}W\,\Delta a\,\Delta\chi. \tag{5}$$

**Lemma 3.**

$$\langle1_p|v_j\rangle=0,\qquad\langle\varepsilon|v_j\rangle=0,\qquad\langle\hbar k_i|v_j\rangle=(n_e-n_h)\delta_{ij}. \tag{6}$$

Electron pockets contribute $+n_e\delta_{ij}$ to the last overlap, hole pockets $-n_h\delta_{ij}$. The numerical output tests this for warped pockets ($\hbar=1$, spin factor and $(2\pi)^{-2}$ omitted, $k_BT=0.3$, $\mu=0.5$):

$$\varepsilon_e=\tfrac12k^2+0.2k_xk_y+0.15(k_x^3-3k_xk_y^2)+0.1k^4,$$
$$\varepsilon_h=1.2-0.4k_x^2-0.9k_y^2-0.05k^4.$$

**Results.** A steady linear response requires $n_e=n_h$. With A4 and a regular $\Lambda$ this also suffices, and

$$\sigma_{ij}=e^2\langle v_i|\Lambda^{-1}v_j\rangle \tag{3}$$

is finite. Otherwise, for inversion-symmetric pockets and collision rates, $j_i/E_j$ grows at the rate $D_{ij}$. For isotropic parabolic bands this is

$$D=\frac{e^2(n_e-n_h)^2}{n_em_e+n_hm_h}. \tag{9}$$

Adding a uniform momentum-loss rate $\gamma$ to $\Lambda$ for functions odd in $\mathbf k$ gives

$$\sigma_{ij}=\frac{D_{ij}}{\gamma}+e^2\langle v_i^\perp|(\Lambda+\gamma)^{-1}v_j^\perp\rangle. \tag{10}$$

Here $\mathbf v^\parallel$ is the projection of $\mathbf v$ on the invariants and $\mathbf v^\perp$ the rest.

### 10. What limits the compensated current

**Proposition 2.** Let $n_e=n_h=n$ and let $\tau_x$ equal $\hbar k_x$ on electron pockets and zero on hole pockets. With $\eta=\langle\tau_x|\Lambda\tau_x\rangle>0$,

$$\sigma_{xx}\ge\frac{e^2n^2}{\eta}. \tag{11}$$

*Proof.* Let $u$ solve $\Lambda u=v_x$. The non-negative form $\langle a|\Lambda b\rangle$ obeys the Cauchy–Schwarz inequality, so for any $\tau$

$$\langle v_x|\tau\rangle^2=\langle u|\Lambda\tau\rangle^2\le\langle u|\Lambda u\rangle\langle\tau|\Lambda\tau\rangle=\frac{\sigma_{xx}}{e^2}\langle\tau|\Lambda\tau\rangle. \tag{12}$$

For $\tau=\tau_x$ the left side is $n^2$ by the electron-pocket part of Lemma 3. $\square$

Equality holds in (12) for $\tau=u$. Therefore $\sigma_{xx}/e^2$ is the largest value of $\langle v_x|\tau\rangle^2/\langle\tau|\Lambda\tau\rangle$. If every collision weight $W$ is raised or kept while the equilibrium state and the set of invariants stay the same, the denominator cannot fall, by (5), and $\sigma_{xx}$ cannot rise.

The quantity $\eta$ is a friction coefficient. If the electrons drift rigidly with velocity $u_e$ and the holes with $u_h$, the electrons lose momentum to the holes at the rate $\eta(u_e-u_h)$ per volume. Collisions within the electron pockets do not contribute, since they conserve the electrons' own momentum. With parabolic bands and a loss rate $\gamma$, the two force balances are

$$-enE-\eta(u_e-u_h)-\gamma nm_eu_e=0,$$
$$+enE-\eta(u_h-u_e)-\gamma nm_hu_h=0.$$

For $\gamma>0$ their sum gives $m_eu_e+m_hu_h=0$. With $s=u_h-u_e$ this means $u_e=-m_hs/(m_e+m_h)$. The first balance becomes $enE=[\eta+\gamma n\,m_em_h/(m_e+m_h)]\,s$, and the current is $j=-enu_e+enu_h=ens$. Hence, within this rigid-drift approximation,

$$\frac1\sigma=\frac{\eta}{e^2n^2}+\frac{\gamma}{D_{\rm sep}},\qquad D_{\rm sep}=e^2n\left(\frac1{m_e}+\frac1{m_h}\right). \tag{13}$$

At $\gamma=0$ this coincides with the bound (11). The current then comes from electrons and holes moving through each other, and their mutual friction limits it.

### 11. Why compensation alone is not enough

Suppose that electrons and holes do not collide with each other. Then $\hbar\mathbf k$ restricted to the electron pockets is conserved by itself, and so is its restriction to the hole pockets. A4 fails. The velocity overlaps with the two invariants by $+n_e$ and $-n_h$, and the steady equation has no solution even when $n_e=n_h$. For parabolic bands $\mathbf v$ is a combination of the two invariants, so with loss

$$\gamma\sigma=e^2\langle v_x|v_x\rangle=e^2\left(\frac{n_e}{m_e}+\frac{n_h}{m_h}\right). \tag{14}$$

The last step uses $v_x=\hbar k_x/m_e$ and $v_x=-\hbar k_x/m_h$ with Lemma 3. At compensation this is $D_{\rm sep}$, in agreement with (13) at $\eta=0$.

Necessity is more robust than sufficiency. If electrons may pass between pockets while the full wavevector $\mathbf K_p+\mathbf k$ is conserved, the invariant becomes $\hbar(K_{p,i}+k_i)$. Its overlap with $v_j$ is still $(n_e-n_h)\delta_{ij}$, because $\langle1_p|v_j\rangle=0$. Umklapp, by contrast, can remove the invariant. If it leaves no conserved function that overlaps with $\mathbf v$, solvability imposes no condition on the densities.

### 12. A semimetallic quantum well

Take a two-dimensional well with one electron and one hole pocket, both isotropic and parabolic. The round model parameters are $m_e=0.05$ and $m_h=0.10$ free-electron masses, a band overlap $\Delta=10$ meV, a dielectric constant $\kappa=12$, a lattice constant of 0.6 nm, and $T=100$ K, so that $k_BT=8.617$ meV.

**Densities.** With $k\,dk=m_e\,d\varepsilon/\hbar^2$ and energies counted from the electron band edge,

$$n_e=\frac{m_e}{\pi\hbar^2}\int_0^\infty f_0\,d\varepsilon=\frac{m_ek_BT}{\pi\hbar^2}\ln\!\left(1+e^{\mu/k_BT}\right).$$

The hole density follows with $m_h$ and $\Delta-\mu$. Compensation requires $m_e\ln(1+e^{\mu/k_BT})=m_h\ln(1+e^{(\Delta-\mu)/k_BT})$. The solution is $\mu=9.772$ meV: the logarithms are $1.413$ and $0.7065$, and their ratio 2 balances the mass ratio. Both densities are $2.54\times10^{11}\ \mathrm{cm^{-2}}$.

**Collisions.** Pairs scatter by the golden rule through the statically screened potential of a layer of zero thickness,

$$V(q)=\frac{2\pi e^2}{4\pi\epsilon_0\kappa\,(q+q_s)},\qquad q_s=\frac{2\pi e^2}{4\pi\epsilon_0\kappa}\langle1|1\rangle=0.279\ \mathrm{nm^{-1}}.$$

Exchange is left out, and the golden rule is itself only a rough approximation for these parameters (Section 13). The operator (4) is built on a square $\mathbf k$ grid from all collisions that conserve total $\mathbf k$, for kinetic energies up to $13k_BT$. The energy delta function is replaced by a Gaussian of width $0.4k_BT$. Energy is then conserved only approximately. This does not affect solvability here, because energy is even in $\mathbf k$ and the response is odd, but the width does enter the collision rates. A coarser grid, with 10 instead of 13 steps along the hole radius and a width of $0.5k_BT$, changes the compensated conductance by $0.4\%$. Taking the width to zero lowers the rigid-drift value (11) by about $1\%$, so the third digit of the conductances below is not converged. The coarser grid is used below for the grid sum of $\langle\hbar k_x|v_x\rangle$, the evolution in time, the imbalanced well, the momentum loss, the case without electron-hole collisions, and the trial changes of screening and intraband collisions.

**Compensated well.** Among functions odd in $\mathbf k$ the operator has two null vectors, the two momentum components, as A4 requires. The slowest other odd rate on this grid is $2.0\ \mathrm{ps^{-1}}$. This value is not converged: with a sharp energy delta function and no grid it is at most $1.86\ \mathrm{ps^{-1}}$. The grid sum for $\langle\hbar k_x|v_x\rangle$ is $3\times10^{-5}$ of $n$. The steady sheet conductance is

$$\sigma=0.896\ \mathrm{mS},\qquad \frac1\sigma\approx1.12\ \mathrm{k\Omega},\qquad \frac{\sigma}{en}\approx2.2\times10^4\ \mathrm{cm^2/(V\,s)}.$$

The last number is the sum of electron and hole mobilities. On this grid the rigid-drift bound (11) amounts to $98.4\%$ of $\sigma$. With a sharp energy delta function and no grid, $\sigma$ is $0.893$ mS and the bound is $97.8\%$ of it, so distortions of the drifting distributions add about $2\%$.

**Imbalanced well.** Now shift $\mu$ so that $n_e=3.00$ and $n_h=2.00$ in units of $10^{11}\ \mathrm{cm^{-2}}$, at fixed temperature, masses and overlap; $q_s$ is recalculated. The part of the squared driving term that no response can balance is $\langle v_x^\parallel|v_x^\parallel\rangle/\langle v_x|v_x\rangle$. By (9) and (14) it equals

$$\frac{(3-2)^2/(3\times0.05+2\times0.10)}{3/0.05+2/0.10}=\frac{2.857}{80}=0.0357.$$

The least-squares residual of the steady equation on the coarser grid gives the same value. Small as it is, this part rules out a steady state. Equation (9) predicts that the ratio of current to field grows by $D=0.0805$ mS per picosecond. Following the current in time gives $0.0806$ mS/ps at 200 ps. At this pace the growth adds the whole compensated conductance in $0.896/0.0805\approx11$ ps. In the compensated well the current at 200 ps has settled at its steady value.

**Momentum loss.** On the coarser grid the conductances in mS are:

| $\gamma$ (ps$^{-1}$) | compensated | imbalanced |
|---|---|---|
| 1 | 0.632 | 0.737 |
| 0.3 | 0.798 | 1.10 |
| 0.1 | 0.863 | 1.71 |
| 0.01 | 0.895 | 9.00 |
| 0.001 | 0.899 | 81.5 |

The last column follows (10). At $\gamma=0.01\ \mathrm{ps^{-1}}$ the term $D/\gamma$ supplies about 8.1 mS, and the remaining 0.9 mS is the finite part. The compensated column approaches its loss-free value, 0.899 mS on this grid. Its variation agrees with (13) if the friction term is set to $1/0.899$ and $D_{\rm sep}=2.150$ mS/ps is used. For $\gamma=0.3\ \mathrm{ps^{-1}}$,

$$\sigma\approx\left(\frac1{0.899}+\frac{0.3}{2.150}\right)^{-1}\mathrm{mS}=0.799\ \mathrm{mS}.$$

**No electron-hole collisions.** If these are removed from the compensated well, four odd null vectors appear instead of two. The solver gives $\gamma\sigma=2.150$ mS/ps, the value of (14). The conductance again diverges as $\gamma\to0$.

### 13. Limits of the model and real samples

The largest uncertainty tried lies in the interaction. Halving $q_s$ at fixed densities lowers the compensated conductance by $51\%$. The sign follows from (12): a smaller $q_s$ raises $V(q)$ at every $q$. The conductance is thus sensitive to the screening model, and this single trial does not bound its error. The solvability condition does not depend on $V$. As a rough gauge of exchange, halving all collisions within a band, with electron-hole collisions fixed, raises the conductance by $0.3\%$ on the coarser grid, and by $0.5\%$ with a sharp energy delta function and no grid. The effect is small because such collisions do not enter $\eta$, and $\eta$ alone already gives the conductance to about $2\%$. Exchange between the bands and dynamic screening were not calculated.

The golden rule treats each collision to lowest order in $V$, which is not accurate here. For an isolated electron-hole pair in the same screened potential, the exact transport cross-section exceeds the lowest-order one by a factor of about 1.9 at a relative energy of $0.5k_BT$ and 1.3 at $4k_BT$. For a layer of zero thickness the friction is therefore likely to be larger, and the compensated conductance lower, by tens of percent.

A finite thickness acts the other way, because it weakens $V(q)$ at large $q$. If electrons and holes both occupy the lowest state of a well with hard walls, and $1/(q+q_s)$ in $V(q)$ is replaced by $F(q)/[q+q_sF(q)]$ with the same $q_s$, where $F(q)$ is the average of $e^{-q|z-z'|}$ over the two densities across the well, the rigid-drift value (11) rises by about $40\%$ for a thickness of 10 nm and by about $90\%$ for 20 nm. The conductances quoted here are values of the model, not predictions for a sample.

Umklapp is excluded by geometry within the energies kept. Four wavevectors at the $13k_BT$ limit of the hole pocket add up to at most $0.21$ of the reciprocal lattice vector $2\pi/(0.6\ \mathrm{nm})$.

The steady state is one of first order in $E$. Multiplying the Boltzmann equation by $\varepsilon$ and summing over states gives a heating power $\mathbf j\cdot\mathbf E$ of order $E^2$, which energy-conserving collisions cannot remove. At 1 V/cm the carriers of the compensated well would warm by 1 K in about 7.6 ns without a heat sink, if the number in each pocket is fixed as in A2. The longer time in the numerical output, 12.9 ns, applies if electron-hole pairs can also form as the temperature rises, which absorbs further energy. Since the odd part of the distribution relaxes within about a picosecond, the linear steady current is well defined long before that. A lasting steady state needs a heat sink, such as phonons.

Real semimetallic quantum wells have masses of some hundredths to tenths of the free-electron mass, overlaps of roughly a few to ten meV, and densities around $10^{11}\ \mathrm{cm^{-2}}$. These are rough figures. The masses, overlap and density of the model lie in this range, with an overlap towards its upper end, but its zero thickness is an idealization. Real samples also break strict momentum conservation, because impurities and phonons take up momentum. A loss rate of $0.3\ \mathrm{ps^{-1}}$, chosen for illustration, lowers the compensated conductance by $11\%$. The same loss makes the imbalanced conductance finite, at 1.10 mS. A measured finite resistance is therefore no proof of compensation. In this model the distinguishing feature is the behaviour as $\gamma$ falls at fixed temperature and densities: saturation with compensation, growth as $1/\gamma$ without it.

Bulk metals can be compensated by electron counting. An even number of electrons per primitive cell could fill a whole number of bands, so every electron in a higher band leaves a hole in a lower one. Tungsten, with an even number of electrons and one atom per cell, is such a case. Its Fermi-surface sheets are large, however, so the geometric argument against umklapp used for the small pockets above does not carry over, and the numbers of this example do not describe it.

The remaining digits of the calculation are in the numerical output below.

## Computed results

```
Warped pockets, model units: n_e, n_h = 2.850059, 3.327013
Warped pockets: largest error of overlap tensor = 4.4e-16
Temperature = 100 K, kT = 8.617 meV
Masses m_e, m_h = 0.05, 0.10 free-electron masses
Band overlap = 10 meV, dielectric constant = 12
Lattice constant = 0.6 nm
-- compensated well --
Chemical potential above electron band edge = 9.772 meV
n_e = n_h = 2.543e+11 cm^-2
Screening wavenumber = 0.279 nm^-1
Grid overlap <hbar k|v>/n = 2.9e-05
Odd null vectors of L = 2
Slowest other odd rate = 2.021 ps^-1
Sheet conductance = 0.896 mS
Sheet resistance = 1116.5 ohm
Mobility sum sigma/(e n) = 21981 cm^2/(V s)
Rigid-drift lower bound / conductance = 0.9844
Current at 200 ps / steady current (coarse grid) = 1.00000
-- well with 20 percent relative imbalance --
n_e, n_h = 3.000e+11, 2.000e+11 cm^-2
Grid overlap/(n_e - n_h) = 1.00023
Unbalanced part of squared drive: solver = 0.03573
Unbalanced part of squared drive: formula = 0.03571
Growth of conductance, formula D = 0.0805 mS/ps
Growth of conductance, at 200 ps = 0.0806 mS/ps
gamma*sigma at gamma = 1e-5 ps^-1: 0.0806 mS/ps
-- conductance with momentum loss (coarse grid) --
gamma = 1.000 ps^-1: compensated 0.632 mS, imbalanced 0.737 mS
gamma = 0.300 ps^-1: compensated 0.798 mS, imbalanced 1.104 mS
gamma = 0.100 ps^-1: compensated 0.863 mS, imbalanced 1.712 mS
gamma = 0.010 ps^-1: compensated 0.895 mS, imbalanced 8.998 mS
gamma = 0.001 ps^-1: compensated 0.899 mS, imbalanced 81.498 mS
Coarse-grid compensated, no loss = 0.899 mS
-- compensated, no electron-hole collisions --
Odd null vectors = 4
gamma*sigma, solver = 2.150 mS/ps
gamma*sigma, formula = 2.150 mS/ps
-- size of neglected effects, compensated well --
Coarser grid and wider Gaussian: +0.4 percent
Intraband collisions halved (exchange): +0.3 percent
Screening wavenumber halved: -50.8 percent
Momentum loss 0.3 ps^-1: -11.3 percent
Joule heating at 1 V/cm, no sink: 12.88 ns per K
Largest momentum mismatch / reciprocal vector = 0.207
```
